# Plateau and exponential tail in plug-flow deposition with zero-order surface consumption

## Problem

A precursor gas flows along a channel and deposits a solid on its walls. The gas moves in plug flow: its speed $u$ and its bulk concentration $C(x)$ are uniform over the cross-section. Let $H$ be the gas volume per growing area. For a channel between two parallel growing plates, $H$ is half the gap.

Between the bulk and the surface lies a stagnant film of thickness $\delta$. Steady diffusion across it carries the flux

$$
J=\frac{D}{\delta}(C-C_s)=h(C-C_s),\qquad h=\frac D\delta ,
$$

where $D$ is the diffusivity, $C_s$ the concentration at the surface and $J$ is positive towards the surface. The surface consumes precursor at zero order: it takes the fixed flux $R_0$ for any $C_s>0$. When $C_s=0$ it takes whatever arrives, which cannot exceed $R_0$.

The state is steady, and $u$, $h$ and $R_0$ do not vary along the channel. Axial diffusion and reactions in the gas are neglected. The feed has concentration $C(0)=C_{\rm in}$.

1. Show that growth is constant until the bulk concentration has fallen to $R_0/h$, and then decays exponentially. State the condition on the feed.
2. Find the length of the constant part and the decay length.
3. Evaluate both for tungsten deposited from WF$_6$ and hydrogen in an isothermal channel, and judge how far the neglected effects change the answer.

The reaction is $\mathrm{WF_6+3H_2\to W+6HF}$, so each WF$_6$ molecule supplies one tungsten atom. The chosen data are 700 K, 80 Torr in total, 0.50 Torr of WF$_6$ in the feed with hydrogen as the rest, $u=200$ cm/s, $H=1.0$ cm, $D=16$ cm²/s and $h=32$ cm/s. The unstarved growth rate is 300 nm/min, the solid holds $6.3\times10^{22}$ tungsten atoms per cm³, and the channel is 60 cm long.

## First estimate by scaling

The feed brings in $uHC_{\rm in}$ molecules per second per unit width of growing wall. The surface removes $R_0$ per unit area. If it did so until nothing was left, growth would extend over

$$
x_0=\frac{uHC_{\rm in}}{R_0}.
$$

A second length comes from transport. Molecules leave a gas column of height $H$ with the velocity $h$, which takes a time of order $H/h$. In that time the gas travels

$$
\ell=\frac{uH}{h}.
$$

The growth rate fixes the flux:

$$
R_0=\frac{300\times10^{-7}\ \mathrm{cm}}{60\ \mathrm s}\times6.3\times10^{22}\ \mathrm{cm^{-3}}
=3.15\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}}.
$$

At 700 K, 1 Torr corresponds to $1.3795\times10^{16}$ cm$^{-3}$, so $C_{\rm in}=6.90\times10^{15}$ cm$^{-3}$. Then

$$
x_0=\frac{200\times1.0\times6.8975\times10^{15}}{3.15\times10^{16}}=43.8\ \mathrm{cm},
\qquad
\ell=\frac{200\times1.0}{32}=6.25\ \mathrm{cm}.
$$

The estimate is therefore about 44 cm of constant growth, with an end smeared over some 6 cm. It does not say where within that smeared region the decline begins.

## Exact solution of the model

### What the surface takes

Two surface states are possible.

If $C_s>0$, the surface takes $J=R_0$. The film law then gives $C_s=C-R_0/h$, and this is positive only if $C>R_0/h$.

If $C_s=0$, the film law gives $J=hC$. The surface can accept this flux only if $hC\le R_0$, that is, if $C\le R_0/h$.

The two conditions do not overlap, and together they cover every $C\ge0$. Each bulk concentration thus has one surface state, and

$$
J=\min(R_0,\,hC).
$$

The change occurs at

$$
C_*=\frac{R_0}{h}.
$$

At this point it is the surface concentration that reaches zero. The bulk still holds $C_*$, the concentration difference needed to drive $R_0$ through the film.

### Balance along the channel

Take a slice of gas of length $dx$ and unit width. The flow brings in $uHC(x)$ and carries out $uHC(x+dx)$, while the surface removes $J\,dx$. In the steady state these balance, so

$$
uH\frac{dC}{dx}=-J=-\min(R_0,hC).
$$

Since $J>0$ whenever $C>0$, $C$ falls steadily downstream. It can cross $C_*$ once at most, and never upwards.

**Constant growth.** Let $C_{\rm in}>C_*$. Near the inlet $J=R_0$, and integration from $x=0$ gives

$$
C(x)=C_{\rm in}-\frac{R_0}{uH}x .
$$

Setting $C(x_*)=C_*$ gives the end of the plateau:

$$
x_*=\frac{uH}{R_0}\left(C_{\rm in}-\frac{R_0}{h}\right)
=\frac{uHC_{\rm in}}{R_0}-\frac{uH}{h}=x_0-\ell .
$$

**Decay.** For $x>x_*$ we have $J=hC$, so

$$
\frac{dC}{dx}=-\frac{h}{uH}C=-\frac C\ell .
$$

Dividing by $C$ and integrating from $x_*$, where $C=C_*$, gives $\ln(C/C_*)=-(x-x_*)/\ell$. Multiplying $C$ by $h$ and using $hC_*=R_0$ gives the flux. Altogether,

$$
J(x)=
\begin{cases}
R_0, & 0\le x\le x_*,\\
R_0\,e^{-(x-x_*)/\ell}, & x>x_* .
\end{cases}
$$

This is the required result. The growth rate is $J$ divided by the atom density of the solid, so it has the same shape. It is continuous at $x_*$, but the slope of $J$ jumps there from 0 to $-R_0/\ell$.

### The condition on the feed

If $C_{\rm in}\le C_*$, the surface is starved from the start. The second equation then holds from $x=0$, and

$$
J(x)=hC_{\rm in}e^{-x/\ell}.
$$

There is no plateau of finite length. With the other data held fixed, a plateau needs $h>R_0/C_{\rm in}$, which is 4.6 cm/s here. In the opposite limit, $h\to\infty$, both $C_*$ and $\ell$ vanish: growth stays at $R_0$ up to $x_0$ and then stops abruptly.

## Numbers, and comparison with the estimate

The switch concentration is

$$
C_*=\frac{3.15\times10^{16}}{32}=9.84\times10^{14}\ \mathrm{cm^{-3}},
$$

or 0.0714 Torr. The feed, at 0.50 Torr, lies well above it. At the inlet the surface sees $0.50-0.0714=0.4286$ Torr. The plateau ends at

$$
x_*=43.79-6.25=37.54\ \mathrm{cm}=0.375\ \mathrm m .
$$

The scaling length $x_0$ exceeds this by one decay length, or 17% of $x_*$. The reason is a material balance. The tail deposits

$$
\int_{x_*}^{\infty}R_0e^{-(x-x_*)/\ell}\,dx=R_0\ell
$$

per unit width, as much as a further length $\ell$ of plateau would. The plateau and the complete tail together deposit $R_0(x_*+\ell)=R_0x_0=uHC_{\rm in}$, the whole feed. The estimate counted the material correctly but placed all of it at the full rate.

Growth is 300 nm/min up to 37.5 cm. At 45 cm it is

$$
300\,\exp\!\left(-\frac{45-37.54}{6.25}\right)\approx91\ \mathrm{nm/min},
$$

and at 60 cm it is 8.3 nm/min. It stays above 95% of the plateau value up to $x_*+\ell\ln(1/0.95)=37.9$ cm, so the tail adds almost nothing to the uniform length.

Uniformity and precursor use pull against each other. A channel cut off at $x_*$ is uniform in this model, but it discards the fraction $C_*/C_{\rm in}=0.0714/0.50=14\%$ of the feed. The full 60 cm uses 99.6% of it, at the price of a strongly non-uniform last third.

## How sharp is the corner?

A strictly zero-order law is the limit of a surface whose sites saturate. Let the consumption be

$$
R=R_0\frac{C_s}{K+C_s},
$$

where $K$ is the concentration at half saturation. Define $c=C/C_*$, $s=C_s/C_*$ and $\kappa=K/C_*$. Equating the film flux to the consumption and dividing by $R_0=hC_*$ gives

$$
c-s=\frac{s}{\kappa+s}.
$$

Multiplying by $\kappa+s$ and collecting terms,

$$
s^2+(\kappa+1-c)s-\kappa c=0 .
$$

The relative shortfall from the plateau flux is $1-J/R_0=\kappa/(\kappa+s)$. For small $\kappa$ there are three cases:

- For fixed $c>1$, $s\approx c-1$, and the shortfall is about $\kappa/(c-1)$.
- For fixed $c<1$, $s\approx\kappa c/(1-c)$. The flux $J/R_0=c-s$ then differs from the starved value $c$ by a term of order $\kappa$.
- At $c=1$, the equation becomes $s^2+\kappa s-\kappa=0$, so $s\approx\sqrt\kappa$. Since $J/R_0=1-s$, the shortfall is about $\sqrt\kappa$.

A sharp corner therefore requires $\sqrt\kappa\ll1$, which is more demanding than $\kappa\ll1$.

Numerical integration of the channel balance with this saturable law tests the piecewise solution. At $x_*$ the shortfall divided by $\sqrt\kappa$ is 0.962 for $\kappa=10^{-4}$ and 0.995 for $\kappa=10^{-6}$, approaching 1. For the smaller $\kappa$, the flux more than $\ell/2$ away from the corner agrees with the piecewise formula to within $10^{-5}R_0$. The slope at $0.1\ell$ beyond the corner is $-0.9048\,R_0/\ell$, as expected from $-e^{-0.1}R_0/\ell$.

These small values of $\kappa$ test the mathematics only; a real surface cannot reach them. At low $C_s$ the law consumes $R_0C_s/K$, which cannot exceed the rate $\bar vC_s/4$ at which molecules strike the wall. For WF$_6$ at 700 K, $\bar v/4\approx5.6\times10^3$ cm/s, so $K$ is at least of order $4R_0/\bar v$, about 0.0004 Torr, and $\kappa$ at least of order 0.006. At that value growth at $x_*$ is about 282 nm/min, so the corner is always somewhat rounded in this example. Beyond this bound, the value of $K$ for the tungsten surface is not known here, so two values are assumed. With half saturation at 0.001 Torr, growth is 299 nm/min at the inlet and 274 nm/min at $x_*$. With 0.010 Torr it is 293 and 240 nm/min. The plateau is thus little affected near the inlet, but its end is visibly rounded. Growth falls below 95% of 300 nm/min at about 36.5 cm in the first case, but already at about 22 cm in the second. The 37.9 cm found above therefore belongs to the ideal law, and the uniform length of a real surface can be much shorter if $K$ is not small enough.

The values at $x_*$ lie above those that the quadratic gives for $c=1$. A saturable surface takes less than $R_0$ all the way from the inlet, so the bulk at $x_*$ is still somewhat richer than $C_*$.

## Is one film coefficient enough?

In a laminar channel there is no separate stagnant film; the whole cross-section resists diffusion. Let $\eta$ run from 0 at the mid-plane to 1 at the wall, with the parabolic velocity $v=\tfrac32u(1-\eta^2)$, whose mean is $u$.

On the plateau the wall flux is $R_0$. Once the profile across the channel has developed, the concentration falls at the same rate at every height, $\partial C/\partial x=-R_0/(uH)$. Neglecting axial diffusion, the balance $v\,\partial C/\partial x=(D/H^2)\,\partial^2C/\partial\eta^2$ becomes

$$
\frac{\partial^2C}{\partial\eta^2}=-\frac{3}{2}\frac{R_0H}{D}(1-\eta^2).
$$

Symmetry makes the first derivative vanish at $\eta=0$. One integration gives

$$
\frac{\partial C}{\partial\eta}=-\frac{R_0H}{D}\left(\frac{3\eta}{2}-\frac{\eta^3}{2}\right),
$$

which equals $-R_0H/D$ at the wall, as the flux requires. A second integration, with $C=C_s$ at $\eta=1$, gives

$$
C-C_s=\frac{R_0H}{D}\left(\frac58-\frac{3\eta^2}{4}+\frac{\eta^4}{8}\right).
$$

The bulk concentration in the channel balance is the flow-weighted mean, with weight $\tfrac32(1-\eta^2)$. Under this weight the means of $1$, $\eta^2$ and $\eta^4$ are $1$, $1/5$ and $3/35$. Hence

$$
C_{\rm bulk}-C_s=\frac{R_0H}{D}\left(\frac58-\frac3{20}+\frac3{280}\right)=\frac{17}{35}\frac{R_0H}{D}.
$$

Comparison with $R_0=h(C_{\rm bulk}-C_s)$ gives $hH/D=35/17=2.06$. The example uses $hH/D=2$.

A two-dimensional calculation with the same parabolic flow and zero-order wall gives 2.059 on the plateau and 1.885 near the outlet, where the wall concentration is zero. The constant 2 lies between them. That calculation marches in steps of 0.05 cm, and its first starved point lies at 37.75 cm. As the step is removed, the end of the plateau converges to 37.72 cm, the value given by the developed profile, against 37.54 cm from the film model. The growth rates of the channel and film models differ by less than 4% of the plateau rate.

The relative error in the tail is another matter. With 1.885 in place of 2, the decay length becomes $6.25\times2/1.885=6.6$ cm, and a small difference in decay length accumulates with distance. The film model is thus better for the position of the plateau's end than for the last traces of growth.

## Other neglected effects

**Axial diffusion.** In the tail the balance becomes $uC'-DC''=-hC/H$. Inserting $C\propto e^{-\lambda x}$ gives $-u\lambda-D\lambda^2=-h/H$, or

$$
D\lambda^2+u\lambda-\frac hH=0,\qquad
\lambda=\frac{-u+\sqrt{u^2+4Dh/H}}{2D}.
$$

The positive root is the one that decays downstream. Its decay length is $1/\lambda=6.33$ cm instead of 6.25 cm. A numerical solution of the full film model with axial diffusion gives the same 6.33 cm, and its growth rate differs from the plug-flow result by at most 1.2% of the plateau rate.

**Hydrogen and gas volume.** Up to $x_*$ the reaction uses 0.4286 Torr of the WF$_6$ feed and three times as much hydrogen. Each WF$_6$ molecule consumed adds two gas molecules on balance, so at constant total pressure the gas expands by $2\times0.4286/80=1.1\%$. Consumption and this dilution together lower the hydrogen pressure from 79.5 Torr at the inlet to $(79.5-3\times0.4286)/1.0107=77.4$ Torr at $x_*$. If the rate varies as the square root of the hydrogen pressure, $R_0$ is therefore 1.3% lower at $x_*$ than at the inlet. The product matters more for transport. HF makes up about 3% of the gas at $x_*$, and a rough kinetic-theory estimate has WF$_6$ diffusing about four times more slowly in HF than in hydrogen. Adding the two diffusion resistances gives $1/(0.97+0.03\times4)\approx0.91$, so $D$ and $h$ fall by roughly 9%. This lengthens the decay length to about 7 cm and shortens the plateau by about 0.6 cm, more than axial diffusion or the choice of film coefficient does.

**Temperature.** With a rough activation energy of 0.7 eV, a channel that is 5 K hotter throughout has an $R_0$ larger by 8.6%. With $u$, $h$ and $C_{\rm in}$ held fixed, the plateau shortens to

$$
x_*=\frac{43.79}{1.086}-6.25=34.1\ \mathrm{cm}.
$$

The plateau is higher, yet growth at the old switch position falls. There it becomes $300\times1.086\,\exp[-(37.54-34.08)/6.25]\approx187$ nm/min instead of 300. Among the effects sized here, this is the largest change at that point.

**Flow.** For a rough gas viscosity of $1.6\times10^{-5}$ Pa s, that of pure hydrogen, the Reynolds number based on $4H$ is 35 and the pressure drop about 0.004 Torr. The heavy WF$_6$ raises the viscosity by roughly 20%, which gives about 30 and 0.005 Torr. Either way the flow is laminar and the pressure drop is negligible beside 80 Torr.

## The real process

Hydrogen reduction of WF$_6$ is used to fill contacts with tungsten, and its rate is nearly independent of WF$_6$ pressure when the surface is well supplied. The temperature, total pressure and growth rate chosen here are of a plausible order for that process. The WF$_6$ feed is deliberately lean, so that both regimes fit into 60 cm. A richer feed lengthens the plateau: at fixed $u$, $h$ and $R_0$, doubling $C_{\rm in}$ moves $x_*$ to $2\times43.79-6.25=81$ cm, beyond the outlet.

The long isothermal channel is a model geometry. Single-wafer reactors commonly heat the wafer and keep the walls cooler, which breaks the assumption of uniform temperature. The 5 K example shows the sensitivity through $R_0$ alone: about 3.5 cm in plateau length. Thermal diffusion in a temperature gradient, inhibition by HF and reactions in the gas are not included in that figure. The numerical output below lists the values for the example.

## Numbers as computed

```
Temperature: 700 K; total pressure: 80 Torr
Inlet WF6 pressure: 0.50 Torr
Concentration per Torr: 1.3795e+16 cm^-3
Inlet concentration C_in: 6.8975e+15 cm^-3
Gas speed u: 200 cm/s; half-gap H: 1.0 cm
Diffusivity D: 16 cm2/s; film coefficient h: 32 cm/s
Equivalent film thickness D/h: 0.50 cm
Plateau growth rate: 300 nm/min
Tungsten atom density: 6.30e+22 cm^-3
Consumption flux R0: 3.1500e+16 cm^-2 s^-1
Switch concentration R0/h: 9.8438e+14 cm^-3
Switch WF6 pressure: 0.0714 Torr
Inlet surface WF6 pressure: 0.4286 Torr
Plateau length x_switch: 37.54 cm
Decay length ell: 6.250 cm
Length with growth >= 95% of plateau: 37.86 cm
Growth at x = 0.00 cm: 300.0 nm/min
Growth at x = 20.00 cm: 300.0 nm/min
Growth at x = 37.54 cm: 300.0 nm/min
Growth at x = 40.00 cm: 202.5 nm/min
Growth at x = 45.00 cm: 91.0 nm/min
Growth at x = 50.00 cm: 40.9 nm/min
Growth at x = 60.00 cm: 8.3 nm/min
WF6 utilisation over 60 cm: 99.61 %
Corner deficit/sqrt(kappa), kappa=1e-04: 0.9616
Corner deficit/sqrt(kappa), kappa=1e-06: 0.9949
Largest error away from corner, kappa=1e-6: 8.2e-06 R0
Slope 0.1 ell before switch: -0.00010 R0/ell
Slope 0.1 ell after switch: -0.90480 R0/ell
Half-saturation 0.001 Torr: growth at inlet 299.3, at x_switch 273.5 nm/min
Half-saturation 0.010 Torr: growth at inlet 293.2, at x_switch 239.7 nm/min
2D channel: plateau ends at 37.75 cm
Developed-profile prediction: 37.72 cm
2D channel h*H/D on plateau: 2.0588
2D channel h*H/D in tail: 1.8851
Largest 2D - film growth difference: 3.45 % of R0
Decay length with axial diffusion: 6.329 cm
Same from boundary-value problem: 6.329 cm
Largest axial-diffusion change: 1.23 % of R0
Rate loss by H2 depletion at switch: 1.34 %
Gas expansion by reaction at switch: 1.07 %
Activation energy (rough): 0.7 eV; error: 5 K
R0 rise for this error: 8.6 %
Plateau length when hotter: 34.08 cm
Gas viscosity (rough): 1.6e-05 Pa s
Reynolds number on 4H: 35
Pressure drop over channel: 0.0043 Torr
```
